# Why Frozen-Lattice Averages Reproduce Thermal Diffuse Scattering of Fast Electrons

## Definitions and conventions

A fast electron travels along $z$ with speed $v$; $x$ is its transverse position and $q$ its transverse wavevector after the specimen. The nuclei have coordinates $R=(R_1,R_2,\dots)$, and the lattice Hamiltonian is

$$H_L=-\sum_j\frac{\hbar^2}{2M_j}\partial_j^2+W(R),\qquad H_L\chi_i=E_i\chi_i,\qquad \partial_j=\frac{\partial}{\partial R_j}.$$

The states $\chi_i$ are orthonormal and occupied with probabilities $p_i\propto e^{-E_i/k_BT}$. Time-reversal symmetry is assumed, so they can be chosen real. An average over positions is written

$$\langle F\rangle=\int P(R)F(R)\,dR,\qquad P(R)=\sum_i p_i\chi_i(R)^2 .$$

Let $\phi(q;R)$ be the amplitude that an elastic multislice calculation gives for nuclei fixed at $R$, with unit incident intensity. The claim is that the intensity at $q$, summed over all final phonon states, is

$$I(q)=\langle|\phi(q;R)|^2\rangle, \tag{1}$$

provided that lattice evolution during the electron's passage can be neglected. The claim covers multiple scattering and any number of phonons. Electronic excitation is left out.

## From the joint wave to fixed nuclei

Write the joint wave of electron and lattice as $e^{ikz}\Psi(x,R,z)$, with $\hbar k=mv$ and $m$ the relativistic mass. In the wave equation the second $z$ derivative gives

$$-\frac{\hbar^2}{2m}\partial_z^2\left(e^{ikz}\Psi\right)=e^{ikz}\left[\frac{\hbar^2k^2}{2m}\Psi-i\hbar v\,\partial_z\Psi-\frac{\hbar^2}{2m}\partial_z^2\Psi\right].$$

The first term cancels the beam energy. The last is dropped because $\Psi$ varies slowly over a wavelength. What remains is

$$i\hbar v\,\partial_z\Psi=\left[\frac{p_x^2}{2m}+V(x,z;R)+H_L\right]\Psi. \tag{2}$$

The constant $E_i$ in the energy balance gives an overall phase and is omitted. Equation (2) is a Schrödinger equation in the time $t=z/v$. A channel that has gained lattice energy $E_f-E_i$ acquires the phase $-(E_f-E_i)z/\hbar v$, which is $z$ times the change of the electron's longitudinal wavevector caused by its energy loss. Neglecting lattice evolution and neglecting this wavevector change are therefore one approximation.

Without $H_L$, equation (2) contains no derivative with respect to $R$. Each configuration propagates separately, and an initial product state leaves the specimen as $\phi(q;R)\chi_i(R)$. This is generally an entangled state, although $\phi$ came from elastic calculations.

## Closure over final phonon states

The amplitude for ending in phonon state $f$ is

$$\phi_{fi}(q)=\int\chi_f(R)\,\phi(q;R)\,\chi_i(R)\,dR .$$

The detector does not register $f$, and different $f$ are orthogonal, so their intensities add. Since $\sum_f|\chi_f\rangle\langle\chi_f|=1$,

$$\sum_f|\phi_{fi}|^2=\langle\chi_i|\phi^*\Big(\sum_f|\chi_f\rangle\langle\chi_f|\Big)\phi|\chi_i\rangle=\int\chi_i^2|\phi|^2dR .$$

Multiplying by $p_i$ and summing over $i$ gives equation (1). The sum may run over all $f$ at the same $q$ because phonon energies are negligible beside the beam energy.

A snapshot is thus a position eigenvalue, used to evaluate a trace. It is neither a phonon state nor one scattering event with a definite energy transfer. The inelastic channels have been summed before the first snapshot is drawn.

## Which positions must be sampled

For a harmonic mode with coordinate $Q=u_0(a+a^\dagger)$, $u_0^2=\hbar/2M\omega$, normal ordering gives

$$e^{isQ}=e^{-s^2u_0^2/2}e^{isu_0a^\dagger}e^{isu_0a}.$$

With $r=e^{-\hbar\omega/k_BT}$ and $\bar n=r/(1-r)$, the thermal moments are

$$\langle a^{\dagger k}a^k\rangle=(1-r)\sum_n r^n\frac{n!}{(n-k)!}=k!\,\bar n^k .$$

Expanding both exponentials, terms with unequal powers of $a^\dagger$ and $a$ vanish, and

$$\langle e^{isQ}\rangle=e^{-s^2u_0^2/2}\sum_k\frac{(-s^2u_0^2\bar n)^k}{k!}=e^{-s^2\sigma^2/2},\qquad \sigma^2=u_0^2(2\bar n+1)=\frac{\hbar}{2M\omega}\coth\frac{\hbar\omega}{2k_BT}. \tag{3}$$

This is the characteristic function of a Gaussian of variance $\sigma^2$. At high temperature $\coth y\to1/y$ and $\sigma^2\to k_BT/M\omega^2$, the classical value. At low temperature the zero-point variance $u_0^2$ remains, while the classical variance vanishes.

Correlations between atoms matter too. In single scattering, two atoms of equal displacement variance $\sigma_a^2$ and correlation coefficient $c$ interfere with the factor

$$\langle e^{-iq(u_1-u_2)}\rangle=e^{-q^2\langle(u_1-u_2)^2\rangle/2}=e^{-q^2\sigma_a^2(1-c)} .$$

Independent sampling sets $c=0$ and changes this interference even if each atom's own distribution is right.

## A solvable model

A 100 keV plane wave meets two layers 4 Å apart in a one-dimensional transverse cell of length 4 Å. Each layer holds one atom of mass 20 u, represented by a Gaussian phase of width 0.25 Å and peak 1.5 rad, centred at $\mp0.25$ Å. The displacements are $u_{1,2}=(Q_+\pm Q_-)/\sqrt2$. The in-phase mode has frequency 6 THz, the out-of-phase mode 10 THz, and the temperature is 300 K. These are round model parameters.

For the 6 THz mode, $\bar n=0.6206$. At $q=12.566$ Å$^{-1}$ the output gives $q^2u_0^2=0.6651$, so $u_0^2=0.6651/12.566^2=0.004212$ Å$^2$ and $\sigma_+=\sqrt{0.004212\times2.2412}=0.0972$ Å. With $\sigma_-=0.0617$ Å,

$$c=\frac{\sigma_+^2-\sigma_-^2}{\sigma_+^2+\sigma_-^2}=0.43 .$$

Two calculations were compared. One kept explicit phonon channels and summed the final-state intensities; the other averaged fixed-atom intensities over the Gaussian distribution. The absolute differences, summed over all beams, amount to $5.6\times10^{-7}$ of the incident intensity. This equals the statistical weight of the initial states left out of the channel sum, to the digits printed.

The beams are 9.25 mrad apart. Those at 40 mrad or more carry 0.009345 of the incident intensity in both calculations. Of this signal, 59% leaves both phonon numbers unchanged, 33% changes one quantum, 7% two and 1% three or more. The frozen average contains all these contributions without identifying them. A run of 1000 random snapshots gives $0.00943\pm0.00005$, which is 1.7 standard errors above the quadrature value.

With classical variances the signal falls to 0.00917, about 2% low. With independent atoms of unchanged individual variance it rises to 0.01005, about 8% high. These signs belong to this geometry. The in-phase mode translates the whole specimen and changes only the phase of $\phi(q;R)$, so the total intensity depends on the variance of the relative displacement alone, and both changes come from that variance. Closure justifies the average over $P(R)$, not over any convenient set of displacements.

## Diffuse and strictly elastic intensity

The coherent intensity is $|\langle\phi\rangle|^2$, and the diffuse intensity is conventionally

$$I_{\rm diff}=\langle|\phi|^2\rangle-|\langle\phi\rangle|^2 .$$

At the model's detector the coherent part is 0.00531 and the diffuse part 0.00404. But the intensity that leaves the phonon state unchanged is $\sum_ip_i|\phi_{ii}|^2$. Since $\langle\phi\rangle=\sum_ip_i\phi_{ii}$,

$$\sum_ip_i|\phi_{ii}|^2-|\langle\phi\rangle|^2=\sum_ip_i|\phi_{ii}-\langle\phi\rangle|^2\ge0 .$$

Here the intensity that leaves the phonon state unchanged is 0.00549, about 3% above the coherent part. Some "diffuse" intensity is therefore elastic in this two-mode lattice.

Single scattering from one mode shows how the difference depends on the number of modes. Consider

$$C(t)=\langle e^{-iqQ(0)}e^{iqQ(t)}\rangle=\sum_{if}p_i|\langle f|e^{iqQ}|i\rangle|^2e^{i(E_f-E_i)t/\hbar}.$$

Its time average selects $f=i$. For operators $A,B$ linear in $a,a^\dagger$, $e^Ae^B=e^{A+B}e^{[A,B]/2}$. Equation (3) also applies to the linear exponent $A+B$, because a phase rotation of $a$ leaves the thermal state unchanged. Hence $\langle e^Ae^B\rangle=\exp(\tfrac12\langle A^2+B^2\rangle+\langle AB\rangle)$. Put $X=q^2u_0^2$. Since $\langle aa^\dagger\rangle=\bar n+1$ and $\langle a^\dagger a\rangle=\bar n$,

$$C(t)=e^{-q^2\sigma^2}\exp\left\{X\left[(\bar n+1)e^{i\omega t}+\bar ne^{-i\omega t}\right]\right\}.$$

In the time average, equal powers of the two oscillating terms survive. The coherent intensity is $e^{-q^2\sigma^2}$, so

$$\frac{\text{strictly elastic}}{\text{coherent}}=\sum_k\frac{[X^2\bar n(\bar n+1)]^k}{(k!)^2}=I_0\!\left(2X\sqrt{\bar n(\bar n+1)}\right).$$

If $N$ modes of nearly equal but incommensurate frequencies, meaning that no integer relation such as $\omega_1+\omega_3=2\omega_2$ holds among them, share the displacement equally, each has $X/N$. Using $I_0(y)\simeq1+y^2/4$, the ratio is

$$\left[1+\frac{X^2\bar n(\bar n+1)}{N^2}+\dots\right]^N\simeq1+\frac{X^2\bar n(\bar n+1)}{N}.$$

The values for 1, 10 and 1000 modes are 1.497, 1.045 and 1.0004. The distinct frequencies matter. If they were equal, the time average would select unchanged total energy rather than $f=i$, because quanta could pass between modes at no energy cost. $C(t)$ would be that of a single mode, and the intensity with unchanged energy would stay at 1.497 times the coherent part. With incommensurate frequencies, the conventional separation becomes accurate when many modes each contribute little. This has been shown here for single scattering; for multiple scattering it is an expectation.

## The missing energy spectrum

Equation (1) contains no final energy. The channel amplitudes do. Because the $\chi$ are real and $\phi$ acts by multiplication, $\phi_{fi}=\phi_{if}$. The gain process $f\to i$ and the loss process $i\to f$ at the same $q$ therefore have intensities in the ratio

$$\frac{p_f|\phi_{if}|^2}{p_i|\phi_{fi}|^2}=e^{-(E_f-E_i)/k_BT}.$$

For one 6 THz quantum the channel calculation gives 0.383, equal to the Boltzmann factor. Snapshot intensities carry no label from which to read this ratio.

The mean energy transfer can nevertheless be recovered from snapshot amplitudes. Since $(H_L-E_i)\phi\chi_i=[H_L,\phi]\chi_i$,

$$\sum_f(E_f-E_i)|\phi_{fi}|^2=-\sum_j\frac{\hbar^2}{2M_j}\int\chi_i\phi^*\left[(\partial_j^2\phi)\chi_i+2(\partial_j\phi)(\partial_j\chi_i)\right]dR .$$

The factor $\chi_i$ turns the bracket into $\partial_j(\chi_i^2\partial_j\phi)$. Integration by parts removes the minus sign, and the thermal sum gives

$$\sum_{if}p_i(E_f-E_i)|\phi_{fi}|^2=\sum_j\frac{\hbar^2}{2M_j}\left\langle|\partial_j\phi|^2\right\rangle. \tag{4}$$

Both sides give a mean loss of 9.28 meV per detected electron in the model, net of energy gains. Equation (4) supplies one moment, not the spectrum.

## Lattice motion during transit

Now restore lattice evolution for a time $\tau$ between two parts of the specimen. Let $\Phi(R)$ be the electron wave before this gap and $B(R)$ the operator for the later propagation and scattering, including projection onto $q$. Then $\phi=B\Phi$, and to first order

$$Be^{-iH_L\tau/\hbar}\Phi\chi_i\simeq\left(1-\frac{iE_i\tau}{\hbar}\right)\phi\chi_i-\frac{i\tau}{\hbar}B[H_L,\Phi]\chi_i .$$

The first correction is a phase and leaves the intensity unchanged at this order. The second interferes with $\phi\chi_i$:

$$\delta I_i=\frac{2\tau}{\hbar}\,\mathrm{Im}\int\chi_i\phi^*B[H_L,\Phi]\chi_i\,dR .$$

As before, $\chi_i[H_L,\Phi]\chi_i=-\sum_j(\hbar^2/2M_j)\partial_j(\chi_i^2\partial_j\Phi)$. Integrating by parts, with the derivative now acting on both $\phi^*$ and $B$,

$$\delta I_i=\sum_j\frac{\hbar\tau}{M_j}\,\mathrm{Im}\int\chi_i^2\left[(\partial_j\phi)^*B\,\partial_j\Phi+\phi^*(\partial_jB)\,\partial_j\Phi\right]dR. \tag{5}$$

Suppose each atom scatters on one side of the gap. An atom met later has $\partial_j\Phi=0$. An atom met earlier has $\partial_jB=0$ and $\partial_j\phi=B\partial_j\Phi$, so the bracket is $|\partial_j\phi|^2$, which is real. The linear correction vanishes at every $q$. With several gaps the first-order corrections add, and each vanishes. The error then starts no earlier than second order in $\tau$, with $\omega\tau$ as the natural expansion variable for a mode of frequency $\omega$; this argument does not fix the prefactor. If the gap cuts through an atom, both terms in (5) can survive and a linear error is possible.

The model tests this with a lattice delay that can be changed while the electron optics stay fixed. Deviations are absolute beam changes summed over the detector, relative to its signal:

- **Separate atoms:** the delay of a 50 nm path is 0.304 fs, or 0.019 rad of the 10 THz oscillation. The deviation is $1.5\times10^{-6}$, only about 0.004 times the square of that phase. Doubling the delay multiplies it by 3.93, close to the quadratic factor 4.
- **Two layers sharing one displacement** (labelled "one atom in two slices" in the output): both layers keep their places and strengths but move with $u_1$. The same coordinate is then met on both sides of the gap, as when a gap cuts through an atom. A 0.1 nm delay gives $5.2\times10^{-6}$, a size that belongs to this arrangement. Doubling it multiplies the deviation by 2.00, as a linear law requires.
- **Slow passage:** a delay of 30.4 fs, equivalent to a 5000 nm path, advances the 10 THz phase by 1.9 rad. The deviation reaches 3.5%.

The frozen average therefore works because the detector sums over phonon states and the lattice hardly evolves between the electron's first and last scattering. It does not describe an image filtered finely enough to separate phonon energies, which interrupts the closure sum, or, when the atoms' motions are coupled, a probe slow enough for the lattice to evolve between scattering events. If the atoms move independently and each scatters only once, this evolution has no effect: the states of an atom already passed are summed over, and an atom not yet met is still in its stationary state. Electronic losses need further channels in equation (2). The numerical output below lists five of the beams and the other values used here.

## Computed results

```
beam energy 100 keV, wavelength 0.03701 angstrom
electron speed 1.6435e+08 m/s
cell 4.0 angstrom, layer gap 4.0 angstrom, 48 grid points
atom width 0.25 angstrom, peak phase 1.5 rad
atom centres -0.25 and 0.25 angstrom
atom mass 20 u, temperature 300 K
in-phase mode: 6 THz, quantum 24.81 meV
  rms quantum 0.09715, classical 0.09368 angstrom
out-of-phase mode: 10 THz, quantum 41.36 meV
  rms quantum 0.06169, classical 0.05621 angstrom
rms displacement per atom 0.08138 angstrom, correlation 0.4253
beam spacing 9.254 mrad
beam: channel sum, frozen average, coherent, diffuse (incident = 1)
  0: 0.6390278 0.6390281 0.6383028 0.0007253
  2: 0.0477373 0.0477374 0.0448946 0.0028428
  4: 0.0038918 0.0038918 0.0024893 0.0014025
  6: 0.0011214 0.0011214 0.0005555 0.0005659
  8: 0.0002468 0.0002468 0.0000901 0.0001567
sum over beams of |channel - frozen| 5.6e-07
initial-state weight left out 5.6e-07
total diffuse intensity 0.020883
detector: all beams at 40 mrad or more
  channel sum 0.0093454, frozen 0.0093454
  coherent 0.0053084, diffuse 0.0040370
  1000 snapshots 0.009433 +/- 0.000051
  share with 0, 1, 2 quanta changed 0.5871 0.3282 0.0725
  share with 3 or more changed 0.0122
  strictly elastic intensity 0.0054866
  classical sampling: signal 0.0091653, beam deviation 0.0265
  independent atoms: signal 0.0100538, beam deviation 0.1000
  mean energy loss, channels 9.2817 meV
  mean energy loss, derivatives 9.2817 meV
  gain/loss, 6 THz quantum 0.38295
  Boltzmann factor 0.38295
transit tests: initial-state weight covered 0.9972
  delay of 50 nm path: 0.3042 fs, 10 THz phase 0.0191 rad, deviation 1.456e-06
  delay of 100 nm path: 0.6084 fs, 10 THz phase 0.0382 rad, deviation 5.729e-06
  delay of 5000 nm path: 30.4224 fs, 10 THz phase 1.9115 rad, deviation 3.519e-02
  separate atoms, doubling 50 nm delay: factor 3.9338
  one atom in two slices, 0.1 nm delay: deviation 5.204e-06
  one atom in two slices, 0.2 nm delay: deviation 1.041e-05
  one atom in two slices, doubling delay: factor 2.0001
single scattering at q = 12.566 1/angstrom, x = 0.6651, nbar = 0.6206
  strictly elastic / coherent, 1 modes: 1.496839
  strictly elastic / coherent, 10 modes: 1.045438
  strictly elastic / coherent, 1000 modes: 1.000445
```
